# Kondo Resistivity at Low Temperature from Nozières's Phase Shift, part 1

(Sections cited here and not found follow in the second part.)

## From the phase shift to the scattering rate

A Kondo temperature read from low-temperature resistivity data can be wrong by tens of percent even when the data are perfect. The measured fall is proportional to $T^2$, and the temperature scale follows from dividing a theoretical coefficient by the measured one and taking the square root. If the coefficient includes the energy dependence of the phase shift but leaves out collisions between electrons, it is three times too small, and the inferred scale is too small by a factor $\sqrt3$. If the coefficient is complete but belongs to another definition of the scale, the result is again wrong, by a factor $4/\pi$ for the two definitions used below. The statement

$$
\frac{\rho_{\rm imp}(T)}{\rho_{\rm imp}(0)}=1-\frac{\pi^4}{16}\left(\frac{T}{T_K}\right)^2
$$

therefore needs both its inelastic part and its definition of $T_K$.

The system is a metal with a small concentration of identical spin-1/2 impurities, each coupled antiferromagnetically to one orbital channel of conduction electrons. The impurities act independently, there is no magnetic field during the resistivity measurement, and the problem is particle-hole symmetric. The temperature is far below $T_K$, and $T_K$ is far below the bandwidth. Until resistivities are calculated, $\hbar=k_B=1$, so temperatures and energies have the same unit. Energies $\varepsilon$ are measured from the Fermi level.

At zero temperature the impurity spin is bound into a singlet with the conduction electrons. What remains for an electron near the Fermi level is a nonmagnetic scatterer, described by a phase shift $\delta_\sigma$ for each spin $\sigma=\pm1$. Far from the impurity the radial wave is proportional to $\sin(kr+\delta_\sigma)$, so that an outgoing wave carries the factor $S=e^{2i\delta_\sigma}$ relative to a free one. By the Friedel sum rule the number of electrons drawn in by the impurity is $\sum_\sigma\delta_\sigma/\pi$. The singlet needs one electron, and at zero field both spins contribute equally, so $\delta_\sigma=\pi/2$ at the Fermi level.

It helps to enclose the impurity in a large sphere of radius $R$. The condition that the wave vanish at the wall is $kR+\delta_\sigma=\pi m$ with integer $m$. Without the phase shift, neighbouring levels differ by $\pi/R$ in $k$ and by $\pi v/R$ in energy, where $v$ is the Fermi velocity. The number of channel levels per unit energy and per spin is thus

$$
\nu_1=\frac{R}{\pi v}.
$$

A phase shift $\delta$ changes $k$ by $-\delta/R$ and the level energy by $-v\delta/R=-\delta/(\pi\nu_1)$. Read backwards, a level that is pushed up by an energy $\Delta E$ has had its phase shift changed by $-\pi\nu_1\Delta E$.

At small nonzero energies two corrections appear at first order. The phase shift depends on $\varepsilon$, and it depends on which other quasiparticles are present. The singlet can be polarized virtually, and this produces a weak interaction between quasiparticles at the impurity. The interaction is local and there is one channel, so the Pauli principle allows it between opposite spins and forbids it between equal spins. Let $U$ be the energy by which one occupied level raises a level of opposite spin. If $\delta N_{-\sigma}$ is the change in the number of opposite-spin quasiparticles relative to the ground state, the level is raised by $U\delta N_{-\sigma}$, and

$$
\delta_\sigma(\varepsilon)=\frac{\pi}{2}+\frac{\varepsilon}{T^*}-\pi\nu_1U\,\delta N_{-\sigma}.
$$

This is Nozières's phase shift at leading order. The positive energy $T^*$ is defined as the inverse slope of the phase shift with energy.

The slope and the interaction are not independent. Suppose that all conduction levels are filled up to $\delta\mu$ instead of zero. The impurity is a spin and has no energy level of its own that could be compared with the chemical potential. In a flat band the only change is in the distances to the band edges, whose effect is small as long as $\delta\mu$ is small compared with the bandwidth. The Kondo resonance therefore moves with the Fermi level, and an electron at the new Fermi level again has phase shift $\pi/2$. Here $\varepsilon=\delta\mu$ and $\delta N_{-\sigma}=\nu_1\delta\mu$, so

$$
\frac{\delta\mu}{T^*}-\pi\nu_1U\,\nu_1\delta\mu=0,
\qquad
U=\frac{1}{\pi\nu_1^2T^*}.
$$

The interaction is repulsive, and its strength is fixed by $T^*$.

This argument can be tested on a microscopic model. The symmetric Anderson model describes an impurity orbital with Coulomb energy $U_0$ and hybridization width $\Delta$. When $U_0$ is well above $\pi\Delta$, the orbital holds one electron most of the time and acts as a spin at low energy, and only then does the argument apply. Its quasiparticles form a resonant level of half-width $T^*$, whose phase shift $\pi/2+\arctan(\varepsilon/T^*)$ has slope $1/T^*$ at the Fermi level. The density of states on the orbital there is $1/(\pi T^*)$. Since $\nu_1$ levels per unit energy share it, each level has weight $1/(\pi\nu_1T^*)$ on the orbital. If two quasiparticles on the orbital repel with energy $\tilde U$, two levels repel with

$$
U=\tilde U\left(\frac{1}{\pi\nu_1T^*}\right)^2 .
$$

Equating this to the previous value gives $\tilde U=\pi T^*$. A numerical renormalization group calculation was made for $U_0/(\pi\Delta)=3$ and $\Delta$ equal to 0.01 of the half-bandwidth. The energy of one added particle gives $T^*$, and the extra energy of two added particles of opposite spin gives $\tilde U$. The result is $\tilde U/(\pi T^*)=1.009$ for a chain of 21 sites. The value still depends on the length of the chain and falls to 0.995 at 27 sites, close to the exact value 0.994 for this $U_0$ in a wide band. The agreement with unity is thus at the level of one percent.

The interaction also enters the magnetic response, which will define $T_K$. In a field $B$ an electron of spin $\sigma$ gains the energy $-\sigma h$, with $h=g\mu_BB/2$. The same $g$ is assumed for the impurity and the conduction electrons. The field then couples to the total spin, which is conserved, so the scattering can still be described by the energy $\varepsilon$ without the Zeeman term. At fixed chemical potential, levels of spin $\sigma$ are filled up to $\varepsilon=\sigma h$. The opposite spin has $\delta N_{-\sigma}=-\sigma\nu_1h$. The phase shift at the Fermi edge is

$$
\delta_\sigma=\frac{\pi}{2}+\frac{\sigma h}{T^*}+\pi\nu_1^2U\,\sigma h
=\frac{\pi}{2}+\frac{2\sigma h}{T^*}.
$$

The two terms that cancelled for a shift of the chemical potential now add, because the opposite spin population moves the other way. The impurity contribution to the magnetization is, by the Friedel sum rule,

$$
M=\frac{g\mu_B}{2}\,\frac{\delta_\uparrow-\delta_\downarrow}{\pi}
=\frac{g\mu_B}{2}\,\frac{4h}{\pi T^*}
=\frac{(g\mu_B)^2B}{\pi T^*}.
$$

With $k_B$ restored, $\chi_{\rm imp}(0)=(g\mu_B)^2/(\pi k_BT^*)$. The Kondo temperature is now defined by

$$
\chi_{\rm imp}(T=0)=\frac{(g\mu_B)^2}{4k_BT_K}.
$$

A free spin 1/2 has the Curie susceptibility $(g\mu_B)^2/(4k_BT)$, so $T_K$ is the temperature at which a free spin would have the susceptibility that the screened spin has at zero temperature. Comparison of the two expressions gives

$$
T^*=\frac{4}{\pi}T_K .
$$

Without the quasiparticle interaction the susceptibility would be half as large, and the ratio $T^*/T_K$ would be $2/\pi$. A second renormalization group calculation for the same Anderson model, with a small field on the impurity orbital, gives the susceptibility directly. In a flat band much wider than $\Delta$, a field on the conduction electrons would leave the hybridization unchanged, so the local field suffices. The calculation yields $T^*/T_K=1.266$ for the chain of 21 sites and 1.283 for 27 sites, against the theoretical $4/\pi=1.273$. It confirms the ratio to about one percent.

The same interaction lets an electron lose its energy to others. An electron of energy $\varepsilon$ can go to a level $e_1$ while an electron of opposite spin goes from $e_3$ to $e_2$. Energy conservation requires $e_3=e_1+e_2-\varepsilon$. The reverse process fills the original level. If its occupation is $n$, it obeys $\dot n=-\Gamma_{\rm out}n+\Gamma_{\rm in}(1-n)$, so a deviation from equilibrium decays at the rate $\Gamma=\Gamma_{\rm out}+\Gamma_{\rm in}$. This sum is also the decay rate of the electron's coherent propagation, since for fermions both an added electron and a removed one take part in it. With the Fermi function $f$ and $f_i=f(e_i)$, the golden rule gives

$$
\Gamma=2\pi U^2\nu_1^3 I,\qquad
I=\int\!\!\int de_1de_2\left[(1-f_1)(1-f_2)f_3+f_1f_2(1-f_3)\right].
$$

The golden rule is justified because the strong scattering, the phase $\pi/2$, is already contained in the levels, and the remaining interaction is weak at low energy.

To evaluate $I$, measure energies in units of $T$ and put $E=e_1+e_2$. Direct multiplication confirms the identity

$$
[1-f(e)]\,[1-f(E-e)]=\frac{f(e-E)-f(e)}{1-e^{-E}} .
$$

The numerator is the difference of two Fermi steps displaced by $E$, and its integral over $e$ is $E$. The integral of the left side is thus $E/(1-e^{-E})=E(1+b)$, where $b(E)=1/(e^E-1)$. The product $f(e)f(E-e)$ is $e^{-E}$ times the left side, and integrates to $Eb$. Hence

$$
I=\int dE\,E\left[(1+b)f(E-\varepsilon)+b\,(1-f(E-\varepsilon))\right]
=\int dE\,E\left[b(E)+f(E-\varepsilon)\right].
$$

Add and subtract the step $\theta(-E)$. Since $b(-x)=-1-b(x)$, the part with $b+\theta(-E)$ is $2\int_0^\infty x\,dx/(e^x-1)=\pi^2/3$. In the other part, replacing the Fermi function by a sharp step at $\varepsilon$ gives $\int_0^\varepsilon E\,dE=\varepsilon^2/2$, and its thermal rounding adds $2\int_0^\infty x\,dx/(e^x+1)=\pi^2/6$. The sum is $\varepsilon^2/2+\pi^2/2$, or with $T$ restored

$$
I=\frac{\varepsilon^2+\pi^2T^2}{2}.
$$

The rate $\Gamma$ refers to a level spread over the whole sphere. A wave packet travels to the impurity and back to the wall in the time $2R/v=2\pi\nu_1$. The loss probability in one pass is therefore

$$
P=2\pi\nu_1\Gamma=2\pi^2U^2\nu_1^4(\varepsilon^2+\pi^2T^2)
=\frac{2(\varepsilon^2+\pi^2T^2)}{T^{*2}},
$$

because $U^2\nu_1^4=1/(\pi T^*)^2$. The radius of the sphere has dropped out, as it must.

The amplitude for an electron to leave in its original state of energy and spin has modulus squared $1-P$, so its modulus is $1-P/2$ for small $P$. Its phase is $2\delta$ with $\delta=\pi/2+\varepsilon/T^*$: in a flat band thermal smearing leaves $\delta N_\sigma=0$, and particle-hole symmetry makes $\delta-\pi/2$ odd in $\varepsilon$, which excludes terms in $\varepsilon^2$ or $T^2$. Thus

$$
S=e^{2i\delta}\left(1-\frac P2\right),\qquad
{\rm Re}\,S=-\cos\frac{2\varepsilon}{T^*}\left(1-\frac P2\right)
\simeq-1+\frac{2\varepsilon^2}{T^{*2}}+\frac P2 .
$$

The total scattering rate, relative to the largest value that an elastic phase shift can give, is $w=(1-{\rm Re}\,S)/2$. For $S=e^{2i\delta}$ this is the familiar $\sin^2\delta$. Here it becomes

$$
w=1-\frac{\varepsilon^2}{T^{*2}}-\frac P4
=1-\frac{3\varepsilon^2+\pi^2T^2}{2T^{*2}} .
$$

The total scattering rate $w$ is now known to second order in $\varepsilon$ and $T$, with collisions between electrons included and $T^*$ tied to $T_K$ through the susceptibility. What remains is to average it over thermal energies to obtain the resistivity, and to see how other scatterers and further screening channels change the result.
